# Two-dimensional plasmons beyond the local Drude result, with and without a gate, part 2

How large is the first correction to the local Drude result for charge waves in a two-dimensional electron layer, with and without a metal gate? The layer is a spin-unpolarised, collisionless, zero-temperature gas at $z=0$ in vacuum, on a rigid neutralising background. An ideal gate fills $z<-d$. Hartree atomic units are used, $\hbar=m=e=4\pi\epsilon_0=1$; $c$ is the speed of light. The density is $n=k_F^2/2\pi$, with $v_F=k_F$, $E_F=k_F^2/2$ and density of states $N_0=1/\pi$.

A density wave of wave vector $q$, frequency $\omega$ and amplitude $\delta n$ produces the potential energy $\phi(z)$ per unit amplitude, with $\phi(-d)=0$ at the ideal gate. The interaction $v(q)=\phi(0)$ is $2\pi/q$ for the free layer. With the gate, from (a),
$$v(q)=\frac{2\pi}{q}\left(1-e^{-2qd}\right)=4\pi d\left[1-qd+\tfrac23(qd)^2-\dots\right].$$

In the random-phase approximation (RPA) the modes obey $1=v(q)\,\chi_0(q,\omega)$, with
$$\chi_0=2\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{q^2}{(\omega-\mathbf k\cdot\mathbf q)^2-q^4/4}.$$
The edge of the particle-hole continuum is $\omega=qk_F+q^2/2$.

With $A=N_0v$ and $B=1+1/A$, the exact root from (e) is
$$\omega^2=k_F^2q^2\,\frac{(1+A)^2}{1+2A}+\frac{q^4B^2}{4},$$
$$\frac{(1+A)^2}{1+2A}=\frac A2+\frac34+\frac1{4(1+2A)}.$$
It exists for $q\,(B^2-1)\le2k_F$, with equality at the cutoff $q_c$.

For the free layer $A=2/q$, and (c) gives
$$\omega^2=2\pi nq+\tfrac34v_F^2q^2+\tfrac1{16}v_F^2q^3+O(q^4).$$
The first term is the local result. Electrostatics requires $q\gg2\pi n/c^2$.

For the gated layer $A\to4d$ and $\omega=sq$ as $q\to0$. From (f),
$$s^2=v_F^2\,\frac{(1+4d)^2}{1+8d}=4\pi nd+\tfrac34v_F^2+\frac{v_F^2}{4(1+8d)},$$
$$\frac{\omega^2}{q^2}=s^2-2d^2k_F^2\left[1-\frac1{(1+8d)^2}\right]q+O(q^2).$$
The capacitor formula is $s=\sqrt{4\pi nd}$. The derivative used in (f) is
$$d/dA\,[A/2+\tfrac34+\tfrac14(1+2A)^{-1}]=\tfrac12[1-(1+2A)^{-2}].$$
The kinetic equation for the Fermi-surface shift $u(\theta)$, with angular average $\langle u\rangle$, is
$$s\,u(\theta)=v_F\cos\theta\,\left[u(\theta)+A\langle u\rangle\right].$$

## (g) How far does the coefficient $\tfrac34$ survive beyond the RPA, and what must a real gate satisfy?

**Solution.** Exchange and correlation add to the Hartree potential a term $f\,\delta n$, where $f$ is short-ranged and tends to a constant as $q\to0$. Then $v\to v+f$ and $A\to2/q+N_0f$. The term $k_F^2q^2A/2$ gains $k_F^2N_0fq^2/2=nfq^2$, because $k_F^2N_0/2=n$. The term $2\pi nq$ is untouched, but the correction enters at the same order as $\tfrac34v_F^2q^2$. The stated formula is thus an RPA result, and its $q^2$ coefficient becomes exact only in the high-density limit.

The static exchange kernel gives the scale. Exchange couples equal spins, so the energy per electron is
$$\epsilon_x=-\frac1{2n}\cdot2\int\!\!\int_{k,k'<k_F}\frac{d^2k\,d^2k'}{(2\pi)^4}\,\frac{2\pi}{|\mathbf k-\mathbf k'|}.$$
At fixed $\mathbf p=\mathbf k-\mathbf k'$ the remaining integral is the overlap area of two discs whose centres are $p$ apart. It consists of two circular segments of half-angle $\alpha$ with $\cos\alpha=x=p/2k_F$, each of area $k_F^2(\alpha-\sin\alpha\cos\alpha)$. With $d^2p\,(2\pi/p)=4\pi^2dp=8\pi^2k_F\,dx$, $\int_0^1\arccos x\,dx=1$ and $\int_0^1x\sqrt{1-x^2}\,dx=\tfrac13$, the double integral before the factor $(2\pi)^{-4}$ is $8\pi^2k_F\cdot2k_F^2\cdot\tfrac23=32\pi^2k_F^3/3$. Dividing by $16\pi^4n=8\pi^3k_F^2$ gives $\epsilon_x=-4k_F/3\pi$. Since $n\epsilon_x\propto n^{3/2}$, $f_x=d^2(n\epsilon_x)/dn^2=\tfrac34\epsilon_x/n=-k_F/\pi n=-2/k_F$. Therefore $nf_x=-k_F/\pi$, and its ratio to $\tfrac34k_F^2$ is $-4/(3\pi k_F)$, proportional to $r_s=\sqrt2/k_F$. This static value belongs to $\omega\ll qv_F$, whereas the plasmon has $\omega\gg qv_F$. It sets the size and sign to expect and is not the true coefficient. In the gated case $A\to4d+N_0f$, and the derivative in (f) shows that $s^2$ changes by about $nf$ when $d\gg1$.

The thickness of a real layer enters at the same order. If the density has a fixed profile in $z$, then $v(q)=(2\pi/q)\langle e^{-q|z-z'|}\rangle\approx2\pi/q-2\pi w$ with $w=\langle|z-z'|\rangle$. This acts as a constant $f=-2\pi w$ and adds $nf=-k_F^2w$ to the $q^2$ coefficient, which becomes $(\tfrac34-w)k_F^2$ with $w$ in bohr. With $d$ measured from the centre of the layer, $s^2$ shifts by about the same amount when $d\gg1$. For a uniform slab of thickness $L$, $w=L/3$, so the coefficient changes sign at $L=2.25$ bohr. The value $\tfrac34$ therefore belongs to the strictly two-dimensional sheet.

A real gate departs from $\phi(-d)=0$ in three ways. First, its screening charge has a finite thickness, so $d$ must be measured from the image plane and must exceed the screening length by a wide margin. Second, its response is not instantaneous. For a half-space of dielectric function $\epsilon$ take $\phi\propto e^{q(z+d)}-\beta e^{-q(z+d)}$ just above the surface and $\phi\propto(1-\beta)e^{q(z+d)}$ below it. Continuity of $\epsilon\,\phi'$ gives $1+\beta=\epsilon(1-\beta)$, so the image strength is $\beta=(\epsilon-1)/(\epsilon+1)$. With the Drude form $\epsilon=1-\omega_p^2/\omega^2$ this is $\beta=\omega_p^2/(\omega_p^2-2\omega^2)\approx1+2\omega^2/\omega_p^2$. Then $A=(2/q)(1-\beta e^{-2qd})\approx4d[1-qd-\omega^2/(\omega_p^2qd)]$, and with $\omega=sq$ the bracket is $1-q(d+s^2/\omega_p^2d)$. The velocity is unchanged and the bending increases. Third, electrostatics ignores magnetic energy. A sheet current $j$ has kinetic energy $j^2/2n$ per area and fills the gap with a field $4\pi j/c$ of energy $2\pi j^2d/c^2$. The ratio is $4\pi nd/c^2\approx s^2/c^2$. At the longest waves, $q<\omega_p/c$, the field also enters the gate to a depth of order $c/\omega_p$, which multiplies the ratio by about $1+c/\omega_pd$.

## (h) Evaluate everything for $n=0.05$ bohr$^{-2}$ and $d=20$ bohr.

**Solution.** The inputs are chosen. A close-packed layer, of density $4/\sqrt3a^2$, of a model face-centred cubic metal resembling copper (whose lattice constant is about $3.6$ Å), with the input chosen as $a=3.61$ Å $=6.8219$ bohr, has $0.04962$ atoms per bohr$^2$, so $n=0.05$ bohr$^{-2}=1.7855\times10^{15}$ cm$^{-2}$ is roughly one free electron per atom. The gap is $1.0584$ nm. Then $k_F^2=2\pi n=0.314159$, $k_F=v_F=0.560499$, $r_s=2.5231$ bohr and $E_F=0.157080$ Ha $=4.2744$ eV.

*Free layer.* The coefficients of $q$, $q^2$ and $q^3$ are $0.314159$, $0.75\times0.314159=0.235619$ and $0.314159/16=0.019635$. As an independent test, the roots of $1-v\chi_0$ were found numerically with $\chi_0$ from quadrature over the disc, and a polynomial fit at small $q$ returned $0.23561945$ and $0.0196350$. At $q=0.05$ the two-term value is $\omega^2=0.314159\times0.05+0.235619\times0.0025=0.015708+0.000589=0.016297$, so $\omega=0.12766$ Ha. In the table $q$ is in bohr$^{-1}$ and frequencies are in hartree.

| $q$ | one term | two terms | exact RPA | edge |
|---|---|---|---|---|
| 0.002 | 0.025066 | 0.025085 | 0.025085 | 0.001123 |
| 0.010 | 0.056050 | 0.056260 | 0.056260 | 0.005655 |
| 0.050 | 0.125331 | 0.127660 | 0.127676 | 0.029275 |
| 0.200 | 0.250663 | 0.268806 | 0.269982 | 0.132100 |
| 0.500 | 0.396333 | 0.464741 | 0.492524 | 0.405250 |

The error of the two-term $\omega$, relative to the exact RPA root, is $-0.0125\%$ at $q=0.05$, $-0.44\%$ at $0.2$ and $-5.6\%$ at $0.5$, where $q$ is close to $k_F$ and the recoil term matters. At $q=0.5$ the local value falls below the continuum edge and would wrongly be called damped. The cutoff is $q_c=0.95161$ bohr$^{-1}=1.6978\,k_F$ at $\omega=0.98616$ Ha, and the same $q_c$ was found as the zero of $1-v\chi_0$ evaluated by quadrature on the edge. These large-$q$ figures describe the parabolic model only: for the close-packed layer above, the nearest zone boundary is at $0.752$ bohr$^{-1}$, so $k_F+q$ crosses it for $q>0.19$ and $q_c$ lies outside the first zone. The retardation scale is $2\pi n/c^2=0.314159/137.0360^2=1.673\times10^{-5}$ bohr$^{-1}$, far below the first row.

*Gated layer.* Here $A=4d=80$ and $1+8d=161$, so
$$s^2=12.566371+0.235619+\frac{0.314159}{4\times161}=12.566371+0.235619+0.000488=12.802478 .$$
Thus $s=3.578055$ a.u. $=7.8277\times10^6$ m/s, $s/v_F=6.3837$ and $s/c=0.02611$. The capacitor formula gives $3.544908$, about one per cent low. The slope is $-2\times400\times0.314159\times(1-161^{-2})=-251.3177$, and the fit to numerical roots gave $12.802478$ and $-251.3177$. Its closeness to $4\pi d$ is an accident of $nd=1$. At $q=0.002$, $\omega^2/q^2\approx12.802478-0.502635=12.299843$, so $\omega\approx0.002\times3.50711=0.007014$ Ha, against the exact $0.007018$.

| $q$ | $qd$ | $sq$ | gated | free | gated$/\omega_p$ |
|---|---|---|---|---|---|
| 0.002 | 0.04 | 0.007156 | 0.007018 | 0.025085 | 0.018 |
| 0.010 | 0.20 | 0.035781 | 0.032548 | 0.056260 | 0.082 |
| 0.025 | 0.50 | 0.089451 | 0.071502 | 0.089452 | 0.180 |
| 0.050 | 1.00 | 0.178903 | 0.119061 | 0.127676 | 0.299 |

The gated energies are $0.1910$, $0.8857$, $1.9457$ and $3.2398$ eV. The linear law is already two per cent high at $qd=0.04$ and about ten per cent high at $qd=0.2$, so it is a narrower approximation than the condition $qd<1$ suggests. The near equality of $sq$ and the free mode at $q=0.025$ has an exact cause. At $q=1/2d$ the free coupling $2/q$ equals $4d$, so the two expressions differ only by the tiny term $q^4B^2/4$. The asymptotes cross at $q=1/2d$, and the true gated mode passes about a fifth below the crossing.

The velocity for other distances, from the formula and from diagonalising the kinetic equation on a grid of angles, is as follows, with $d$ in bohr and $s$ in atomic units.

| $d$ | $s$, formula | $s$, matrix | $s/v_F$ | $\sqrt{4\pi nd}/v_F$ |
|---|---|---|---|---|
| 0.1 | 0.584880 | 0.584880 | 1.0435 | 0.4472 |
| 2 | 1.223469 | 1.223469 | 2.1828 | 2.0000 |
| 20 | 3.578055 | 3.578055 | 6.3837 | 6.3246 |
| 200 | 11.220489 | 11.220489 | 20.0187 | 20.0000 |

The first two rows are formal, since no metal is an ideal gate at such distances in vacuum units. They show the approach of $s$ to $v_F$ from above. Likewise formal is the cutoff for $d=0.5$ bohr, $q_c=0.62413$ bohr$^{-1}$, which shows the undamped range shrinking as the gate closes in.

*Conditions on the gate.* A free-electron gate made of the same model metal, with four electrons per cubic cell, has $n_3=0.012599$ bohr$^{-3}$, $\omega_p=\sqrt{4\pi n_3}=0.3979$ Ha $=10.83$ eV and a Thomas-Fermi length of $1.045$ bohr, about a twentieth of $d$. An uncertainty of that size in the image plane shifts $s^2$ by about five per cent, more than the whole $\tfrac34v_F^2$ term. The Drude correction to the bending is $s^2/\omega_p^2d=12.802478/(0.3979^2\times20)\approx4.0$ bohr, to be added to $d=20$ bohr, which in pure electrostatics would make the slope at $q\to0$ about a fifth larger in magnitude. That figure is not reached. The estimate needs $q$ above $\omega_p/c\approx0.003$ bohr$^{-1}$, where higher orders in $qd$ already reduce it, and below that scale retardation progressively suppresses it. For a local sheet above this Drude gate, with retardation kept, the local slope of $\omega^2/q^2$ exceeds the ideal-gate one in magnitude by about $8\%$ at $q=0.003$ to $0.005$ and $5\%$ at $q=0.01$ bohr$^{-1}$. The magnetic estimate is $0.02611^2\times[1+137.0360/(0.3979\times20)]\approx0.012$, so at the longest waves $s^2$ is lowered by about $1.2\%$, some two thirds of the $\tfrac34v_F^2$ term. Real copper also absorbs by interband transitions above roughly 2 eV, so the last row of the gated table lies outside the ideal-gate model and the third is at its limit.

*Exchange.* The formula gives $\epsilon_x=-0.237883$ Ha, and quadrature of the double integral gave the same value. Then $f_x=-2/0.560499=-3.56825$ Ha bohr$^2$ and $nf_x=-0.178412$. With this kernel the fitted $q^2$ coefficient is $0.057207=0.235619-0.178412$. The static estimate removes a fraction $0.7572$ of the RPA coefficient, while it changes $s^2$ by only $1.39\%$. At $r_s\approx2.5$ the term $2\pi nq$ is untouched by this correction, and the gated velocity is uncertain by a few per cent, mainly through the position of the image plane and the thickness of the layer. A local sheet with the full $v(q)$, $\omega^2=nq^2v(q)$, lies about two per cent below the RPA root at $q=0.05$ bohr$^{-1}$: $0.125331$ against $0.127676$ Ha for the free layer, and $\sqrt{0.05\times0.0025\times108.6570}\approx0.1165$ against $0.119061$ Ha for the ideal gate, although a real gate is no longer ideal at that $q$. A calculation that needs the $q^2$ coefficient itself cannot stop at the RPA at this density, nor at a sheet of zero thickness: a uniform slab as thick as the layer spacing $a/\sqrt3=3.94$ bohr turns the RPA coefficient from $0.236$ into $-0.177$, lowers $s^2$ by about $3\%$, and lowers the free $\omega$ at $q=0.05$ bohr$^{-1}$ by about $3\%$.

## Table of computed values

```
input n = 0.05 bohr^-2 = 1.7855e+15 cm^-2, d = 20.0 bohr = 1.0584 nm
constants: 1 Ha = 27.2114 eV, c = 137.0360 au, 1 au velocity = 2.18769e+06 m/s
kF = vF = 0.560499 au, rs = 2.5231 bohr, EF = 0.157080 Ha = 4.2744 eV
N0 = 0.318310 Ha^-1 bohr^-2, 2 pi N0 = 2 bohr^-1
Cu input a = 3.61 A = 6.8219 bohr, (111) layer density = 0.04962 bohr^-2
Cu gate: n3 = 0.012599 bohr^-3, wp = 0.3979 Ha = 10.83 eV, TF length = 1.045 bohr
v at q = 0.05 bohr^-1 (Ha bohr^2): free 125.6637, gated 108.6570, FD 108.6570, 4 pi d 251.3274
free omega^2 coefficients (au): q: 0.314159, q^2: 0.235619, q^3: 0.019635
fitted from roots (au): q^2: 0.23561945, q^3: 0.0196350
retardation scale 2 pi n/c^2 = 1.673e-05 bohr^-1
free cutoff qc = 0.95161 bohr^-1 = 1.6978 kF, omega = 0.98616 Ha
formal gated cutoff for d = 0.5 bohr: qc = 0.62413 bohr^-1
free layer: q (bohr^-1), omega (Ha): one-term, two-term, exact RPA, edge; two-term error (%)
  0.002 0.025066 0.025085 0.025085 0.001123 -0.0000
  0.010 0.056050 0.056260 0.056260 0.005655 -0.0003
  0.050 0.125331 0.127660 0.127676 0.029275 -0.0125
  0.200 0.250663 0.268806 0.269982 0.132100 -0.4356
  0.500 0.396333 0.464741 0.492524 0.405250 -5.6409
gate: A = 4d = 80.0, crossover 1/d = 0.050 bohr^-1
s^2 parts (au): 4 pi n d = 12.566371, (3/4)vF^2 = 0.235619, last = 0.000488
s^2 = 12.802478 au (fit 12.802478), s = 3.578055 au = 7.8277e+06 m/s
s/vF = 6.3837, s/c = 0.02611, sqrt(4 pi n d) = 3.544908 au
slope of omega^2/q^2 in q = -251.3177 au (fit -251.3177)
gated: q (bohr^-1), qd, omega (Ha): s q, exact gated, exact free; gated (eV); gated/wp
  0.002 0.04 0.007156 0.007018 0.025085 0.1910 0.018
  0.010 0.20 0.035781 0.032548 0.056260 0.8857 0.082
  0.025 0.50 0.089451 0.071502 0.089452 1.9457 0.180
  0.050 1.00 0.178903 0.119061 0.127676 3.2398 0.299
d (bohr), s formula (au), s kinetic matrix (au), s/vF, sqrt(4 pi n d)/vF
  0.1 0.584880 0.584880 1.0435 0.4472
  2.0 1.223469 1.223469 2.1828 2.0000
  20.0 3.578055 3.578055 6.3837 6.3246
  200.0 11.220489 11.220489 20.0187 20.0000
eps_x = -0.237883 Ha (quadrature -0.237883), f_x = -3.56825 Ha bohr^2
n f_x = -0.178412 au, ratio to (3/4)vF^2 = -0.7572, ratio to s^2 = -0.0139
q^2 coefficient with static f_x (fit) = 0.057207 au
```
